# Saturation density of three-dimensional islands under strong re-evaporation: test program

```python
"""Saturation density of 3D islands in extreme incomplete condensation.

Result under test: N_s = C (J/G)^(2/3), proportional to F^(2i/3), where
  F  impinging flux (atoms nm^-2 s^-1),  tau  adatom residence time (s),
  J  nucleation rate per bare area (nm^-2 s^-1), proportional to F^(i+1),
  G  radial growth speed (nm/s) from direct impingement, proportional to F,
  i  largest cluster size that decays faster than it grows,
  C  number fixed by the coalescence rule.
lam = sqrt(D tau) is the adatom diffusion length (nm); energies are in eV.
Parameters are round model values, not data for a particular compound.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import minimum_spanning_tree
from scipy.spatial import cKDTree
from scipy.special import k0e, k1e

rng = np.random.default_rng(20)
PER_CM2 = 1e14                      # 1 nm^-2 in cm^-2

# ---------------- model parameters ----------------
T_sub = 600.0                       # K
E_ads, E_dif = 0.55, 0.30           # eV
E_bond = 1.5                        # eV, removal of one atom from a cluster
E_coh = 3.0                         # eV, evaporation from a large island
freq = 1e13                         # s^-1
hop = 0.40                          # nm
omega = 0.017                       # nm^3 per atom
sigma = 3.0                         # capture number of a small cluster
r_start = 0.3                       # nm, radius of a fresh nucleus
F0 = 10.0                           # nm^-2 s^-1
kT = k_B * T_sub / q_e
tau = np.exp(E_ads / kT) / freq
D = 0.25 * hop**2 * freq * np.exp(-E_dif / kT)
lam = np.sqrt(D * tau)


# ---------------- cluster chain ----------------
def chain_rate(flux, n1, gain, desorb, split):
    """Steady flux through a cluster chain; entry s holds size s+1."""
    m = len(gain)
    if m == 1:
        return flux * gain[0] * n1
    A = np.zeros((m - 1, m - 1))
    b = np.zeros(m - 1)
    b[0] = flux * gain[0] * n1
    for row in range(m - 1):
        s = row + 1
        A[row, row] = flux * gain[s] + desorb[s] + split[s]
        if row > 0:
            A[row, row - 1] = -flux * gain[s - 1]
        if row < m - 2:
            A[row, row + 1] = -split[s + 1]
    return flux * gain[-1] * np.linalg.solve(A, b)[-1]


def J_model(flux, largest=5):
    size = np.arange(1, largest + 1)
    gain = sigma * lam**2 + size * hop**2
    desorb = freq * np.exp(-size * E_ads / kT)
    split = np.full(largest, freq * np.exp(-(E_bond + E_dif) / kT))
    return chain_rate(flux, flux * tau, gain, desorb, split)


def log_slope(func, x, h=0.05):
    return np.log(func(x * np.exp(h)) / func(x * np.exp(-h))) / (2 * h)


chain_slopes = []
for i in range(1, 5):
    m = i + 2
    gain = rng.uniform(1, 3, m)
    desorb, split = np.zeros(m), np.zeros(m)
    desorb[1:i] = rng.uniform(1e3, 3e3, i - 1)
    split[1:i] = rng.uniform(1e3, 3e3, i - 1)
    slope = log_slope(lambda f: chain_rate(f, f, gain, desorb, split), 1.0)
    chain_slopes.append(slope)
    assert abs(slope - (i + 1)) < 0.02

# ---------------- growth of caps by direct impingement ----------------
def cap_volume(a, theta):
    R = a / np.sin(theta)
    low = R * np.cos(theta)
    return quad(lambda z: np.pi * (R**2 - z**2), low, R)[0]


for theta in (np.pi / 3, np.pi / 2):
    c, s = np.cos(theta), np.sin(theta)
    shape = (2 - 3 * c + c**3) / (3 * s**3)
    for a in (5.0, 40.0):
        dV = (cap_volume(a * 1.001, theta) - cap_volume(a * 0.999, theta))
        speed = F0 * omega * np.pi * a**2 / (dV / (0.002 * a))
        assert abs(speed / (F0 * omega / (3 * shape)) - 1) < 1e-4
        if theta == np.pi / 2:
            assert abs(speed / (F0 * omega / 2) - 1) < 1e-4

# ---------------- diffusive capture at an absorbing edge ----------------
r_test = 20.0
rho = np.linspace(r_test, r_test + 18 * lam, 6001)
h = rho[1] - rho[0]
bands = np.zeros((3, rho.size))
rhs = -np.ones(rho.size)
bands[1, :] = -2 * lam**2 / h**2 - 1
bands[0, 2:] = lam**2 * (1 / h**2 + 1 / (2 * h * rho[1:-1]))
bands[2, :-2] = lam**2 * (1 / h**2 - 1 / (2 * h * rho[1:-1]))
bands[1, 0] = bands[1, -1] = 1.0
rhs[0], rhs[-1] = 0.0, 1.0
conc = solve_banded((1, 1), bands, rhs)
missing = (1 - conc) * rho
capture_num = 2 * np.pi * h * (missing.sum() - 0.5 * (missing[0] + missing[-1]))
x = r_test / lam
capture_law = 2 * np.pi * r_test * lam * k1e(x) / k0e(x)
assert abs(capture_num / capture_law - 1) < 1e-3


# ---------------- coalescence simulations ----------------
def min_image(d, box):
    return d - box * np.round(d / box)


def frozen_count(J, G, box, times):
    """Connected groups of growing discs.

    A nucleus born under an older disc stays inside it, so keeping it and
    merging it at birth leaves the covered set and the group count unchanged.
    The edges of the minimum spanning forest are the effective mergers.
    """
    t_end = times[-1]
    M = rng.poisson(J * box**2 * t_end)
    pos = rng.random((M, 2)) * box
    born = rng.random(M) * t_end
    tree = cKDTree(pos, boxsize=box)
    pairs = tree.query_pairs(2 * G * t_end, output_type='ndarray')
    p, q = pairs[:, 0], pairs[:, 1]
    dist = np.hypot(*min_image(pos[p] - pos[q], box).T)
    touch = np.maximum((dist / G + born[p] + born[q]) / 2,
                       np.maximum(born[p], born[q]))
    ok = touch <= t_end
    graph = coo_matrix((touch[ok], (p[ok], q[ok])), shape=(M, M)).tocsr()
    merged = np.sort(minimum_spanning_tree(graph).data)
    count = (np.searchsorted(np.sort(born), times, side='right')
             - np.searchsorted(merged, times, side='right'))
    return count / box**2, pos, born


def liquid_count(J, G, box, step, n_steps):
    """Hemispheres that merge at contact, conserve volume and reshape."""
    pos, rad, history = np.empty((0, 2)), np.empty(0), []
    for _ in range(n_steps):
        new = rng.poisson(J * box**2 * step)
        pos = np.vstack([pos, rng.random((new, 2)) * box])
        rad = np.concatenate([rad + G * step, np.zeros(new)])
        while rad.size > 1:
            tree = cKDTree(pos, boxsize=box)
            pairs = tree.query_pairs(2 * rad.max(), output_type='ndarray')
            p, q = pairs[:, 0], pairs[:, 1]
            dist = np.hypot(*min_image(pos[p] - pos[q], box).T)
            hits = pairs[dist < rad[p] + rad[q]]
            if len(hits) == 0:
                break
            alive = np.ones(rad.size, bool)
            for a, b in hits:
                if not (alive[a] and alive[b]):
                    continue
                if rad[a] < rad[b]:
                    a, b = b, a
                d = min_image(pos[b] - pos[a], box)
                if d @ d >= (rad[a] + rad[b])**2:
                    continue
                vol = rad[a]**3 + rad[b]**3
                moved = (pos[a] + d * rad[b]**3 / vol) % box
                pos[a] = np.where(moved >= box, 0.0, moved)
                rad[a] = np.cbrt(vol)
                alive[b] = False
            pos, rad = pos[alive], rad[alive]
        history.append(rad.size / box**2)
    return np.array(history)


# pair-loss coefficient at low coverage, in units J = G = 1
s_low = 0.2
dens, _, born = frozen_count(1.0, 1.0, 1000.0, np.array([s_low]))
loss_coef = (born.size / 1000.0**2 - dens[0]) / s_low**4
assert abs(loss_coef / (7 * np.pi / 12) - 1) < 0.08   # noise and next order

# frozen discs at three fluxes in one fixed box
fluxes = np.array([5.0, 10.0, 20.0])
scaled_t = np.linspace(0.02, 0.90, 45)
box = 8000.0
N_frozen, C_frozen, s_peak = [], [], []
for f in fluxes:
    J, G = J_model(f), f * omega / 2
    t_unit = (J * G**2)**(-1 / 3)
    runs = []
    for _ in range(4):
        dens, pos, born = frozen_count(J, G, box, scaled_t * t_unit)
        runs.append(dens)
    mean = np.mean(runs, axis=0)
    top = int(mean.argmax())
    assert 0 < top < scaled_t.size - 1
    N_frozen.append(mean[top])
    C_frozen.append(mean[top] / (J / G)**(2 / 3))
    s_peak.append(scaled_t[top])
    if f == fluxes[0]:              # covered fraction from random probes
        t_probe, covered = 0.7 * t_unit, 0
        for probe in rng.random((2000, 2)) * box:
            d = np.hypot(*min_image(pos - probe, box).T)
            covered += bool(np.any(d < G * (t_probe - born)))
        cover_sim = covered / 2000
        cover_law = 1 - np.exp(-np.pi * 0.7**3 / 3)
        assert abs(cover_sim - cover_law) < 0.05
slope_frozen = np.polyfit(np.log(fluxes), np.log(N_frozen), 1)[0]
assert abs(slope_frozen - 4 / 3) < 0.06
assert np.ptp(C_frozen) / np.mean(C_frozen) < 0.05
C = np.mean(C_frozen)
s_max = np.mean(s_peak)

# liquid-like islands at two fluxes
N_liquid, C_liquid, end_ratio = [], [], []
for f, n_runs in ((5.0, 3), (20.0, 1)):
    J, G = J_model(f), f * omega / 2
    t_unit = (J * G**2)**(-1 / 3)
    mean = np.mean([liquid_count(J, G, 4000.0, 0.01 * t_unit, 120)
                    for _ in range(n_runs)], axis=0)
    N_liquid.append(mean.max())
    C_liquid.append(mean.max() / (J / G)**(2 / 3))
    end_ratio.append(mean[-1] / mean.max())
slope_liquid = np.log(N_liquid[1] / N_liquid[0]) / np.log(4)
assert abs(slope_liquid - 4 / 3) < 0.12

# ---------------- pair estimate with finite diffusion length ----------------
rim = quad(lambda y: 1 - (1 - np.exp(-y))**3, 0, 40)[0]   # for J ~ n1^3


def pair_peak(flux, J, length):
    G = flux * omega / 2
    t_unit = (J * G**2)**(-1 / 3)
    grid = np.linspace(0, t_unit, 4001)
    if length == 0:
        radius = G * grid
    else:
        def speed(t, r):
            y = r / length
            return G * (1 + 2 / y * k1e(y) / k0e(y))
        radius = solve_ivp(speed, (0, t_unit), [r_start], t_eval=grid,
                           method='LSODA', rtol=1e-8, atol=1e-8).y[0]
    mid = (np.arange(200) + 0.5) / 200

    def minus_density(z):
        t = z * t_unit
        ru = np.interp(mid * t, grid, radius)
        gap = np.abs(mid[:, None] - mid[None, :]) * t
        blocked = np.interp(gap, grid, radius) + rim * length
        reach = np.maximum(ru[:, None] + ru[None, :], blocked)
        return -(J * t - 0.5 * np.pi * (J * t)**2 * np.mean(reach**2))

    best = minimize_scalar(minus_density, bounds=(0.1, 0.9),
                           method='bounded', options={'xatol': 1e-6})
    return -best.fun


J0, G0 = J_model(F0), F0 * omega / 2
C_pair = 0.75 * (3 / (7 * np.pi))**(1 / 3)
ideal_pair = pair_peak(F0, J0, 0.0)
assert abs(ideal_pair / (C_pair * (J0 / G0)**(2 / 3)) - 1) < 1e-3
lam_factor = pair_peak(F0, J0, lam) / ideal_pair
slope_local = log_slope(lambda f: pair_peak(f, J_model(f), lam), F0, 0.1)
slope_limit = log_slope(lambda f: pair_peak(f, J_model(f, 2), lam), 0.1, 0.1)
assert lam_factor < 1
assert abs(slope_limit - 4 / 3) < 0.02
assert abs(slope_limit - 4 / 3) < abs(slope_local - 4 / 3)

# ---------------- worked example ----------------
gain1, gain2, gain3 = (sigma * lam**2 + j * hop**2 for j in (1, 2, 3))
loss2, loss3 = (freq * (np.exp(-j * E_ads / kT)
                        + np.exp(-(E_bond + E_dif) / kT)) for j in (2, 3))
J_simple = F0**3 * tau * gain1 * gain2 / loss2
assert abs(J_simple / J0 - 1) < 0.05
assert loss2 > 10 * F0 * gain2 and loss3 < 0.1 * F0 * gain3
slope_J = log_slope(J_model, F0)
slope_J_low = log_slope(J_model, 0.01)
assert abs(slope_J - 3) < 0.06 and slope_J_low > 3.2
L0 = (G0 / J0)**(1 / 3)
t0 = (J0 * G0**2)**(-1 / 3)
N_sat = C * (J0 / G0)**(2 / 3)
t_sat = s_max * t0
r_old = G0 * t_sat
evap = freq / hop**2 * np.exp(-E_coh / kT)

print(f"T = {T_sub:.0f} K, kT = {kT:.5f} eV, flux F = {F0:.1f} nm^-2 s^-1")
print(f"E_ads = {E_ads:.2f}, E_dif = {E_dif:.2f}, E_bond = {E_bond:.2f},"
      f" E_coh = {E_coh:.2f} eV")
print(f"attempt rate = {freq:.1e} s^-1, hop length = {hop:.2f} nm")
print(f"atomic volume = {omega:.3f} nm^3, capture number = {sigma:.1f},"
      f" start radius = {r_start:.1f} nm")
print(f"residence time tau = {tau:.3e} s, D = {D:.3e} nm^2/s")
print(f"diffusion length = {lam:.3f} nm")
print(f"adatom density F tau = {F0 * tau:.3e} nm^-2")
print(f"gain areas, sizes 1,2,3 = {gain1:.2f}, {gain2:.2f}, {gain3:.2f} nm^2")
print(f"dimer: gain {F0 * gain2:.1f} s^-1, loss {loss2:.3e} s^-1")
print(f"trimer: gain {F0 * gain3:.1f} s^-1, loss {loss3:.3e} s^-1")
print(f"J from full chain = {J0:.4e} nm^-2 s^-1")
print(f"J from leading formula, i=2 = {J_simple:.4e} nm^-2 s^-1")
print(f"growth speed G = {G0:.4f} nm/s")
print(f"length unit L = {L0:.2f} nm, time unit T = {t0:.1f} s")
print("chain slopes dlnJ/dlnF for i=1..4 = "
      + ", ".join(f"{v:.4f}" for v in chain_slopes))
print(f"capture/flux at r = {r_test:.0f} nm: numerical {capture_num:.2f},"
      f" formula {capture_law:.2f} nm^2")
print(f"pair-loss coefficient: simulated {loss_coef:.3f},"
      f" formula {7 * np.pi / 12:.3f}")
print(f"coverage at t/T = 0.7: simulated {cover_sim:.3f},"
      f" formula {cover_law:.3f}")
for f, n, c in zip(fluxes, N_frozen, C_frozen):
    print(f"frozen discs, F = {f:.0f} nm^-2 s^-1: N_s = {n * PER_CM2:.3e}"
          f" cm^-2, C = {c:.4f}")
print(f"frozen discs: flux exponent = {slope_frozen:.3f}, ideal {4 / 3:.3f}")
print(f"frozen discs: mean C = {C:.3f}, peak at t/T = {s_max:.2f}")
print(f"truncated pair estimate: C = {C_pair:.3f},"
      f" peak at t/T = {(3 / (7 * np.pi))**(1 / 3):.3f}")
print(f"liquid islands, F = 5 and 20: C = {C_liquid[0]:.3f},"
      f" {C_liquid[1]:.3f} (window t/T <= 1.2)")
print(f"liquid islands: density at window end / maximum ="
      f" {end_ratio[0]:.3f}, {end_ratio[1]:.3f}")
print(f"liquid islands: flux exponent = {slope_liquid:.3f}")
print(f"example N_s = {N_sat:.3e} nm^-2 = {N_sat * PER_CM2:.3e} cm^-2")
print(f"example time of maximum = {t_sat:.0f} s")
print(f"example radius of oldest unmerged island = {r_old:.1f} nm")
print(f"example coverage at maximum = {1 - np.exp(-np.pi * s_max**3 / 3):.3f}")
print(f"2 lambda / oldest radius = {2 * lam / r_old:.3f}")
print(f"depleted rim width / lambda = {rim:.4f}")
print(f"finite-lambda factor on N_s (pair estimate) = {lam_factor:.3f}")
print(f"local exponent with finite lambda, F = 10: {slope_local:.3f}")
print(f"same with i fixed at 2, F = 0.1: {slope_limit:.4f}")
print(f"local dlnJ/dlnF: {slope_J:.3f} at F = 10,"
      f" {slope_J_low:.3f} at F = 0.01")
print(f"island evaporation / flux = {evap / F0:.1e}")
print("verified")
```

Running it gives:

```
T = 600 K, kT = 0.05170 eV, flux F = 10.0 nm^-2 s^-1
E_ads = 0.55, E_dif = 0.30, E_bond = 1.50, E_coh = 3.00 eV
attempt rate = 1.0e+13 s^-1, hop length = 0.40 nm
atomic volume = 0.017 nm^3, capture number = 3.0, start radius = 0.3 nm
residence time tau = 4.167e-09 s, D = 1.208e+09 nm^2/s
diffusion length = 2.244 nm
adatom density F tau = 4.167e-08 nm^-2
gain areas, sizes 1,2,3 = 15.26, 15.42, 15.58 nm^2
dimer: gain 154.2 s^-1, loss 5.760e+03 s^-1
trimer: gain 155.8 s^-1, loss 1.458e-01 s^-1
J from full chain = 1.6572e-07 nm^-2 s^-1
J from leading formula, i=2 = 1.7031e-07 nm^-2 s^-1
growth speed G = 0.0850 nm/s
length unit L = 80.05 nm, time unit T = 941.7 s
chain slopes dlnJ/dlnF for i=1..4 = 2.0000, 2.9997, 3.9991, 4.9989
capture/flux at r = 20 nm: numerical 297.38, formula 297.38 nm^2
pair-loss coefficient: simulated 1.852, formula 1.833
coverage at t/T = 0.7: simulated 0.306, formula 0.302
frozen discs, F = 5 nm^-2 s^-1: N_s = 2.516e+09 cm^-2, C = 0.4030
frozen discs, F = 10 nm^-2 s^-1: N_s = 6.195e+09 cm^-2, C = 0.3970
frozen discs, F = 20 nm^-2 s^-1: N_s = 1.552e+10 cm^-2, C = 0.4013
frozen discs: flux exponent = 1.312, ideal 1.333
frozen discs: mean C = 0.400, peak at t/T = 0.56
truncated pair estimate: C = 0.386, peak at t/T = 0.515
liquid islands, F = 5 and 20: C = 0.424, 0.424 (window t/T <= 1.2)
liquid islands: density at window end / maximum = 0.428, 0.442
liquid islands: flux exponent = 1.314
example N_s = 6.249e-05 nm^-2 = 6.249e+09 cm^-2
example time of maximum = 527 s
example radius of oldest unmerged island = 44.8 nm
example coverage at maximum = 0.168
2 lambda / oldest radius = 0.100
depleted rim width / lambda = 1.8333
finite-lambda factor on N_s (pair estimate) = 0.765
local exponent with finite lambda, F = 10: 1.201
same with i fixed at 2, F = 0.1: 1.3182
local dlnJ/dlnF: 2.975 at F = 10, 3.521 at F = 0.01
island evaporation / flux = 4.0e-13
verified
```
